# Current density of one perfect atomic channel at 0.1 V: a program that tests the result

```python
# Result under test: one perfect spin-degenerate channel of diameter d at bias V
# carries I = (2 e^2/h) V, so its mean current density is J = I/(pi d^2/4),
# about 1e14 A/m^2 for d = 0.3 nm and V = 0.1 V.
# Symbols: a = d/2, E_F = Fermi energy above the electrode band bottom,
# wall = height of the confining wall above E_F, L = neck length parameter.
# Energies are in eV and lengths in nm unless a name says otherwise.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_bvp, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import expit, j0, j1, jn_zeros, k0, k1

e, h, hbar, m = const.e, const.h, const.hbar, const.m_e
kB_eV = const.k / e
c = hbar**2 / (2 * m) / e * 1e18       # hbar^2/(2m) in eV nm^2
G0 = 2 * e**2 / h

# Round model inputs
d, V, temp = 0.3, 0.1, 300.0
E_F, wall, wall_low = 5.5, 4.5, 3.5
L, L_short = 0.3, 0.2
R_series = 500.0
J_wiring = 1e10
a = d / 2
kT = kB_eV * temp


def trapezoid(y, x):
    return float(np.sum((y[1:] + y[:-1]) * np.diff(x)) / 2)


def window(energy, bias, kt):
    """Difference of the two reservoir occupations."""
    return (expit((E_F + bias / 2 - energy) / kt)
            - expit((E_F - bias / 2 - energy) / kt))


def area_m2(diameter):
    return np.pi * (diameter * 1e-9)**2 / 4


# Ideal channel
I_ideal = G0 * V
J_ideal = I_ideal / area_m2(d)
assert round(np.log10(J_ideal)) == 14


# Transverse modes of a cylinder with a finite wall
def lowest_mode(depth):
    """Threshold, fraction inside radius a, axis density over mean density."""
    s2 = depth * a**2 / c

    def mismatch(u):
        w = np.sqrt(s2 - u**2)
        return u * j1(u) * k0(w) - w * k1(w) * j0(u)

    top = min(jn_zeros(0, 1)[0], np.sqrt(s2)) - 1e-7
    u = brentq(mismatch, 1e-4, top)
    w = np.sqrt(s2 - u**2)
    inside = j0(u)**2 + j1(u)**2
    outside = (j0(u) / k0(w))**2 * (k1(w)**2 - k0(w)**2)
    return c * u**2 / a**2, inside / (inside + outside), 1 / (inside + outside)


def second_mode(depth):
    """Threshold of the twofold mode with one unit of angular momentum."""
    s2 = depth * a**2 / c

    def mismatch(u):
        w = np.sqrt(s2 - u**2)
        return u * j0(u) / j1(u) + w * k0(w) / k1(w)

    u = brentq(mismatch, jn_zeros(0, 1)[0], np.sqrt(s2) - 1e-7)
    return c * u**2 / a**2


def radial_grid_mode(depth, ang):
    """Finite-difference threshold, inside fraction and axis density ratio."""
    step = a / 60
    n = 1600
    r = (np.arange(n) + 0.5) * step
    diagonal = 2 * c / step**2 + c * ang**2 / r**2 + np.where(r < a, 0, depth)
    face = np.arange(1, n) * step
    off = -c * face / (step**2 * np.sqrt(r[:-1] * r[1:]))
    val, vec = eigh_tridiagonal(diagonal, off, select='i', select_range=(0, 0))
    prob = vec[:, 0]**2
    prob /= prob.sum()
    axis_ratio = np.pi * a**2 * prob[0] / (2 * np.pi * r[0] * step)
    return val[0], prob[r < a].sum(), axis_ratio


E1, inside, peak = lowest_mode(E_F + wall)
E2 = second_mode(E_F + wall)
E1_grid, inside_grid, peak_grid = radial_grid_mode(E_F + wall, 0)
E2_grid = radial_grid_mode(E_F + wall, 1)[0]
assert abs(E1 - E1_grid) < 5e-3        # second-order grid error
assert abs(E2 - E2_grid) < 1e-2        # grid error and finite outer box
assert abs(inside - inside_grid) < 3e-3
assert abs(peak / peak_grid - 1) < 1e-2
E1_low, inside_low, _ = lowest_mode(E_F + wall_low)
grid_low = radial_grid_mode(E_F + wall_low, 0)
assert abs(E1_low - grid_low[0]) < 5e-3
assert abs(inside_low - grid_low[1]) < 3e-3
E_hard = c * (jn_zeros(0, 1)[0] / a)**2
assert E1 + 10 * kT < E_F < E2 - 10 * kT
assert E_hard > E_F


# Current from a sum over occupied states, velocity times occupation
def parabolic_current(bias, bottom, kt):
    k = np.linspace(0, np.sqrt((E_F - bottom + 3) / c), 200001)
    energy = bottom + c * k**2
    velocity = hbar * k * 1e9 / m
    return 2 * e * trapezoid(velocity * window(energy, bias, kt),
                             k * 1e9) / (2 * np.pi)


def cosine_current(bias, bottom, kt):
    hop, spacing = 1.0, 0.3
    k = np.linspace(0, np.pi / spacing, 200001)
    energy = bottom + 2 * hop * (1 - np.cos(k * spacing))
    velocity = 2 * hop * e * spacing * 1e-9 / hbar * np.sin(k * spacing)
    return 2 * e * trapezoid(velocity * window(energy, bias, kt),
                             k * 1e9) / (2 * np.pi)


for test_temp in (30.0, 300.0, 600.0):
    for counted in (parabolic_current, cosine_current):
        ratio = counted(V, E1, kB_eV * test_temp) / I_ideal
        assert abs(ratio - 1) < 1e-6
I_states = parabolic_current(V, E1, kT)

# A mode bottom only 0.05 eV below the mean electrochemical potential
margin = 0.05
log_ratio = (np.logaddexp(0, (margin + V / 2) / kT)
             - np.logaddexp(0, (margin - V / 2) / kT))
shallow = kT * log_ratio / V
shallow_sum = parabolic_current(V, E_F - margin, kT) / I_ideal
assert abs(shallow - shallow_sum) < 1e-5
assert shallow < 0.95


# Reflection at a smooth neck with threshold height*sech^2(z/length)
def neck_formula(energy, height, length):
    x = np.pi * np.sqrt(energy / c) * length
    y = np.pi / 2 * np.sqrt(4 * height * length**2 / c - 1)
    return np.sinh(x)**2 / (np.sinh(x)**2 + np.cosh(y)**2)


def neck_wave(energy, height, length):
    k = np.sqrt(energy / c)
    end = 10 * length

    def equation(z, y):
        return [y[1], (height / np.cosh(z / length)**2 - energy) / c * y[0]]

    start = np.exp(1j * k * end)
    sol = solve_ivp(equation, (end, -end), [start, 1j * k * start],
                    method='DOP853', rtol=1e-9, atol=1e-11)
    assert sol.success
    psi, slope = sol.y[:, -1]
    return 1 / abs((psi + slope / (1j * k)) / 2)**2


T1 = neck_formula(E_F, E1, L)
T1_short = neck_formula(E_F, E1, L_short)
T2 = neck_formula(E_F, E2, L)
for height, length, formula in ((E1, L, T1), (E1, L_short, T1_short),
                                (E2, L, T2)):
    assert abs(neck_wave(E_F, height, length) / formula - 1) < 1e-4

grid_E = np.linspace(E_F - 1, E_F + 1, 20001)
T_total = neck_formula(grid_E, E1, L) + 2 * neck_formula(grid_E, E2, L)
I_neck = 2 * e / h * trapezoid(T_total * window(grid_E, V, kT), grid_E) * e

# Series resistance: closed form against a self-consistent state sum
I_series = V / (1 / G0 + R_series)
V_channel = brentq(lambda x: x + R_series * parabolic_current(x, E1, kT) - V,
                   0, V)
assert abs((V - V_channel) / R_series / I_series - 1) < 1e-5

# Heating scale of a diffusive constriction that obeys Wiedemann-Franz
lorenz = np.pi**2 * const.k**2 / (3 * e**2)
T_peak = np.sqrt(temp**2 + V**2 / (4 * lorenz))
source = V**2 / (lorenz * temp**2)
x = np.linspace(0, 1, 101)
heat = solve_bvp(lambda s, y: np.vstack((y[1] / y[0],
                                         -source * np.ones_like(s))),
                 lambda left, right: np.array([left[0] - 1, right[0] - 1]),
                 x, np.vstack((1 + x * (1 - x), source * (0.5 - x))), tol=1e-6)
assert heat.success
assert abs(heat.sol(0.5)[0] * temp / T_peak - 1) < 1e-4

# All sized corrections together
I_all = V / (V / I_neck + R_series)
J_all = I_all * inside / area_m2(d)
assert 0.5e14 < J_all < 2e14


def show(label, value, unit=''):
    print(f'{label}: {value} {unit}'.rstrip())


show('Channel diameter', f'{d:.2f}', 'nm')
show('Bias', f'{V:.2f}', 'V')
show('Temperature', f'{temp:.0f}', 'K')
show('Fermi energy', f'{E_F:.1f}', 'eV')
show('Wall above Fermi energy', f'{wall:.1f}', 'eV')
show('Neck length parameter', f'{L:.1f}', 'nm')
show('Series resistance', f'{R_series:.0f}', 'ohm')
show('Thermal energy kT', f'{kT:.5f}', 'eV')
show('Conductance quantum', f'{G0 * 1e6:.3f}', 'uS')
show('Resistance of perfect channel', f'{1 / G0:.1f}', 'ohm')
show('Ideal current', f'{I_ideal * 1e6:.4f}', 'uA')
show('Current from sum over states', f'{I_states * 1e6:.4f}', 'uA')
show('Nominal area', f'{area_m2(d) * 1e18:.5f}', 'nm^2')
show('IDEAL CURRENT DENSITY', f'{J_ideal:.3e}', 'A/m^2')
show('Same in engineering unit', f'{J_ideal / 1e4:.3e}', 'A/cm^2')
for other in (0.25, 0.35):
    show(f'Current density for d = {other:.2f} nm',
         f'{I_ideal / area_m2(other):.3e}', 'A/m^2')
show('Mean time between electrons', f'{e / I_ideal * 1e15:.2f}', 'fs')
show('Rough wiring limit (input)', f'{J_wiring:.0e}', 'A/m^2')
show('Ideal density / wiring limit', f'{J_ideal / J_wiring:.2e}')
show('Shallow-mode margin (input)', f'{margin:.2f}', 'eV')
show('Shallow-mode current / ideal', f'{shallow:.3f}')
show('Hard-wall first threshold', f'{E_hard:.2f}', 'eV')
show('Finite-wall first threshold', f'{E1:.2f}', 'eV')
show('First threshold from radial grid', f'{E1_grid:.2f}', 'eV')
show('Fermi energy above first threshold', f'{E_F - E1:.2f}', 'eV')
show('Finite-wall second threshold', f'{E2:.2f}', 'eV')
show('Fraction of current inside nominal circle', f'{inside:.3f}')
show('Axis density / ideal mean density', f'{peak:.2f}')
show('Current density on the axis', f'{peak * J_ideal:.2e}', 'A/m^2')
show('Lower wall (variation)', f'{wall_low:.1f}', 'eV')
show('First threshold, lower wall', f'{E1_low:.2f}', 'eV')
show('Fraction inside, lower wall', f'{inside_low:.3f}')
show('Neck transmission of open mode', f'{T1:.3f}')
show(f'Neck transmission for L = {L_short:.1f} nm', f'{T1_short:.3f}')
show('Transmission of each closed mode', f'{T2:.1e}')
show('Current with neck reflection', f'{I_neck * 1e6:.3f}', 'uA')
show('Ideal channel with series resistance', f'{I_series * 1e6:.3f}', 'uA')
show('Voltage left on ideal channel', f'{V_channel:.4f}', 'V')
show('Total power of ideal channel', f'{I_ideal * V * 1e6:.3f}', 'uW')
show('Lorenz number', f'{lorenz:.3e}', 'V^2/K^2')
show('Diffusive heating scale, peak', f'{T_peak:.0f}', 'K')
show('Current with neck and series resistance', f'{I_all * 1e6:.3f}', 'uA')
show('Density inside circle, all corrections', f'{J_all:.2e}', 'A/m^2')
show('Corrected / ideal density', f'{J_all / J_ideal:.3f}')
print('all tests passed')
```

Output:

```
Channel diameter: 0.30 nm
Bias: 0.10 V
Temperature: 300 K
Fermi energy: 5.5 eV
Wall above Fermi energy: 4.5 eV
Neck length parameter: 0.3 nm
Series resistance: 500 ohm
Thermal energy kT: 0.02585 eV
Conductance quantum: 77.481 uS
Resistance of perfect channel: 12906.4 ohm
Ideal current: 7.7481 uA
Current from sum over states: 7.7481 uA
Nominal area: 0.07069 nm^2
IDEAL CURRENT DENSITY: 1.096e+14 A/m^2
Same in engineering unit: 1.096e+10 A/cm^2
Current density for d = 0.25 nm: 1.578e+14 A/m^2
Current density for d = 0.35 nm: 8.053e+13 A/m^2
Mean time between electrons: 20.68 fs
Rough wiring limit (input): 1e+10 A/m^2
Ideal density / wiring limit: 1.10e+04
Shallow-mode margin (input): 0.05 eV
Shallow-mode current / ideal: 0.826
Hard-wall first threshold: 9.79 eV
Finite-wall first threshold: 4.63 eV
First threshold from radial grid: 4.63 eV
Fermi energy above first threshold: 0.87 eV
Finite-wall second threshold: 9.96 eV
Fraction of current inside nominal circle: 0.832
Axis density / ideal mean density: 1.63
Current density on the axis: 1.78e+14 A/m^2
Lower wall (variation): 3.5 eV
First threshold, lower wall: 4.45 eV
Fraction inside, lower wall: 0.810
Neck transmission of open mode: 0.892
Neck transmission for L = 0.2 nm: 0.834
Transmission of each closed mode: 4.7e-04
Current with neck reflection: 6.918 uA
Ideal channel with series resistance: 7.459 uA
Voltage left on ideal channel: 0.0963 V
Total power of ideal channel: 0.775 uW
Lorenz number: 2.443e-08 V^2/K^2
Diffusive heating scale, peak: 439 K
Current with neck and series resistance: 6.687 uA
Density inside circle, all corrections: 7.87e+13 A/m^2
Corrected / ideal density: 0.718
all tests passed
```
